Rectangular-Barrier Prefactor and Its Correction to Tunnel Electroresistance

**1. Result**

An electron of energy E meets a rectangular barrier of top V > E and thickness d. Energies are measured from the band floor, which is the same in both leads, and the mass is the same everywhere. Let q be the bare WKB exponential. For a thick barrier, q ≪ 1, the transmission is

T ≈ A q,  A = 16E(V − E)/V².

The factor A lies between 0 and 4. The transmission of a thick barrier therefore exceeds the bare exponential only when A > 1, which means

(2 − √3)/4 < E/V < (2 + √3)/4,

or 0.067 < E/V < 0.933. Outside this window it is smaller than the exponential.

Now let a junction have two states with the same E and d but different barrier heights above E, φ_on < φ_off. The thick-barrier transmission ratio is

R = T_on/T_off = C R_WKB,

C = (φ_on/φ_off) [(E + φ_off)/(E + φ_on)]².

The correction C raises the ratio if E < √(φ_on φ_off) and lowers it if E is larger. The electroresistance, defined here as ER = (G_on − G_off)/G_off = R − 1 with G the conductance, becomes

ER = C(1 + ER_WKB) − 1.

This assumes that each conductance is proportional to the transmission at one energy of motion normal to the barrier. Section 7 shows what happens when this and other assumptions are relaxed.

**2. Exact transmission**

The algebra uses atomic units, in which ħ, the electron mass and the elementary charge are 1. The wave numbers are

k = √(2E),  κ = √(2(V − E)) = √(2φ),  φ = V − E.

Let the barrier occupy 0 < x < d. For a wave of unit amplitude incident from the left,

ψ = e^{ikx} + r e^{−ikx} for x < 0,
ψ = τ e^{ik(x−d)} for x > d.

The leads are identical, so incident and transmitted waves have the same velocity and T = |τ|².

At x = d the outgoing wave has ψ = τ and ψ′ = ikτ. The solution inside the barrier with these values is

ψ = τ [cosh κ(x − d) + (ik/κ) sinh κ(x − d)].

Write c = cosh κd and s = sinh κd. At x = 0 the arguments are −κd, so the hyperbolic sine changes sign:

ψ(0) = τ [c − (ik/κ)s],
ψ′(0) = τ [−κs + ikc].

Continuity with the left-hand wave requires

1 + r = ψ(0),  1 − r = ψ′(0)/(ik).

Adding these equations removes r. Since −κ/(ik) = iκ/k,

2 = τ [2c − i(k/κ)s + i(κ/k)s],

1/τ = c + (i/2)(κ/k − k/κ)s.

Take the squared modulus and use c² = 1 + s²:

1/T = 1 + s² [1 + ¼(κ/k − k/κ)²]
  = 1 + ¼(κ/k + k/κ)² s².

The last step holds because the squares of the sum and the difference of κ/k and k/κ differ by 4. Finally, k² + κ² = 2V and k²κ² = 4E(V − E), so

¼(κ/k + k/κ)² = (k² + κ²)²/(4k²κ²) = V²/[4E(V − E)],

1/T = 1 + V² sinh²(κd)/[4E(V − E)].

**3. The thick limit and its error**

The bare WKB transmission is the exponential of minus twice the integral of κ across the barrier. Here κ is constant, so

q = e^{−2κd}.

The hyperbolic sine can be written through q:

sinh²(κd) = ¼(e^{κd} − e^{−κd})² = (1 − q)²/(4q).

Its coefficient in 1/T is V²/[4E(V − E)] = 4/A. Hence

1/T = 1 + (1 − q)²/(Aq),

T = Aq/[(1 − q)² + Aq] = Aq/[1 + (A − 2)q + q²].

This is still exact for the stated model. When q ≪ 1 the denominator tends to 1 and T → Aq. Because 0 < A ≤ 4, the denominator lies between (1 − q)² and (1 + q)², so

(1 + q)⁻² ≤ T/(Aq) ≤ (1 − q)⁻².

To first order in q, the relative error made by using Aq is therefore no larger than about 2q.

A thin barrier shows the size of the error. For E = 5 eV, φ = 1.8 eV and d = 3 angstrom, the exact transmission is 0.0495 and the thick form gives 0.0504, which is 1.8% too high relative to the exact value. The sign follows from the denominator: here A = 3.11, so (A − 2)q is positive.

The thick form fails as E approaches V at fixed d. Then A → 0, but κ → 0 as well, so q → 1 and the barrier is no longer thick. With sinh²(κd) ≈ κ²d² = 2(V − E)d², the exact formula gives the finite limit

T → 1/(1 + Vd²/2),

whereas Aq would give zero.

**4. When the prefactor exceeds one**

Put ε = E/V. Then A = 16ε(1 − ε), a parabola with its maximum A = 4 at ε = ½. The condition A = 1 reads

16ε² − 16ε + 1 = 0,

ε = [16 ± √(256 − 64)]/32 = (2 ± √3)/4.

Between the roots A > 1. Since V/E = 1 + φ/E, the same window in terms of the barrier height is

7 − 4√3 < φ/E < 7 + 4√3,

or roughly 0.072 < φ/E < 13.9. A metal with a Fermi energy of several eV and a barrier of 1 to 3 eV lies inside it. A carrier with little kinetic energy may not: for E = 0.1 eV and φ = 1.8 eV, T/q = 0.80.

At finite thickness the condition T > q becomes

A > (1 − q)² + Aq,

and division of A(1 − q) > (1 − q)² by the positive number 1 − q leaves A > 1 − q. The window is thus slightly wider than its thick limit.

The origin of A is seen by treating the two edges separately. At the first edge, a unit incident wave joins a decaying wave D e^{−κx}:

1 + r = D,  ik(1 − r) = −κD,  so D = 2k/(k + iκ).

At the second edge, a decaying wave of unit amplitude meets a reflected, oppositely decaying wave of amplitude ρ and produces an outgoing wave of amplitude F:

1 + ρ = F,  −κ(1 − ρ) = ikF,  so F = 2κ/(κ − ik).

The squared moduli are

|D|² = 4k²/(k² + κ²) = 4E/V,
|F|² = 4κ²/(k² + κ²) = 4(V − E)/V.

Their product is A. The thick limit keeps one passage through the barrier and drops repeated reflections between its edges. The separate factors are squared amplitude ratios, not probabilities, so either may exceed 1.

The bare exponential assumes that the potential varies slowly, so that the wave can be joined through smooth turning points, where the potential equals E. An abrupt edge violates this. A smooth barrier of the form V/cosh²(x/w) makes the contrast. With E = 5 eV and V = 6.8 eV, numerical integration of the Schrödinger equation gives T divided by the barrier's own WKB exponential as 1.12 for w = 5.3 angstrom and 1.06 for w = 10.6 angstrom. The rectangular barrier with the same E and V has 3.11. The prefactor belongs to the edge shape as well as to the height.

**5. Correction to the ratio**

For state j, V_j = E + φ_j and

T_j ≈ 16Eφ_j/(E + φ_j)² · e^{−2κ_j d}.

Dividing the on state by the off state cancels 16E:

R = (φ_on/φ_off) [(E + φ_off)/(E + φ_on)]² e^{2d(κ_off − κ_on)}.

The exponential is R_WKB and the rest is C. Thickness affects R_WKB but not C, provided both states are thick.

To find the direction of the correction, write a = φ_on and b = φ_off, with b > a. The condition C > 1 is

a(E + b)² > b(E + a)².

Expand both sides. The terms 2abE cancel, leaving

aE² + ab² − bE² − a²b > 0,

(b − a)(ab − E²) > 0.

Since b − a > 0, this requires E² < ab. The dependence on energy is monotonic:

d ln C/dE = 2/(E + b) − 2/(E + a) < 0.

As E → 0, C → b/a. As E → ∞, C → a/b. Therefore

φ_on/φ_off < C < φ_off/φ_on.

The physical reason is the match between k and κ. The prefactor is largest when k = κ, or φ = E. If both heights are below E, the higher barrier is closer to this match, so its transmission gains more and the on/off ratio falls. If both are above E, the lower barrier gains more and the ratio rises.

For a small height difference δ = φ_off − φ_on around a mean φ, expansion shows how C compares with the main effect. From ln A = ln(16E) + ln φ − 2 ln(E + φ),

d ln A/dφ = 1/φ − 2/(E + φ) = (E − φ)/[φ(E + φ)],

ln C ≈ −δ(E − φ)/[φ(E + φ)].

From κ² = 2φ, dκ/dφ = 1/κ = κ/(2φ), so

ln R_WKB ≈ 2dδ/κ = κdδ/φ.

To leading order in δ,

ln C/ln R_WKB ≈ −(1/κd)(E − φ)/(E + φ).

The correction is thus a fraction of order 1/(κd) of the logarithm of the ratio, even though A itself may be 3 or 4.

The electroresistance formula follows from R_WKB = 1 + ER_WKB. Multiplying ER_WKB itself by C would omit the term C − 1.

**6. Worked example**

Take E = 5 eV, φ_on = 1.8 eV, φ_off = 2.1 eV and d = 20 angstrom (2 nm). In these units κ = 0.5123√φ, with φ in eV and κ in 1/angstrom.

For the on state:

κ = 0.6873 per angstrom,  2κd = 27.49,  q = 1.147 × 10⁻¹²,
A = 16 × 5 × 1.8/6.8² = 3.114,
T = Aq = 3.57 × 10⁻¹².

For the off state:

κ = 0.7424 per angstrom,  2κd = 29.70,  q = 1.267 × 10⁻¹³,
A = 16 × 5 × 2.1/7.1² = 3.333,
T = Aq = 4.22 × 10⁻¹³.

The ratio and its correction are

R_WKB = 1.147 × 10⁻¹²/(1.267 × 10⁻¹³) = 9.05,
C = (1.8/2.1)(7.1/6.8)² = 0.934,
R = 0.9344 × 9.051 = 8.46, with one more digit kept in each factor.

The electroresistance falls from 805% to 746%. Each transmission is more than three times its bare exponential, but most of that factor cancels in the ratio, which changes by −6.6%.

With the two heights held fixed, C = 1 at E = √(1.8 × 2.1) = 1.94 eV. At E = 0.5 eV, C = 1.095, and the same pair of barriers has its ratio raised.

**7. Comparison with a hafnia junction**

The thickness and heights are rough values for an ultrathin hafnia-zirconia tunnel junction with metal electrodes. Section 6 uses the free-electron mass in the barrier, although the tunnelling mass in an oxide can be well below it. Of the assumptions tested below, this one moves the result most. With masses of 0.2 to 0.4 electron masses, R falls from 8.46 to between 2.8 and 4.0. Traps, domains, grain orientation and the electrodes' real band structure are also absent from the model, and their effects are not estimated here.

Each change below is made alone, with the other settings of Section 6 held fixed. Percentages are relative to R = 8.46.

*Barrier mass.* Let the barrier mass be m electron masses, with m = 1 in the leads. Now ψ and ψ′/m are continuous and κ = √(2mφ). At x = d the inner slope is ikmτ, so the inner solution has ikm/κ in place of ik/κ. At x = 0 the slope must be divided by m before it is matched. Repeating the addition that removed r gives

1/τ = c + (i/2)(η − 1/η)s,  η = κ/(mk).

Since η² = φ/(mE),

A = 16/(η + 1/η)² = 16mEφ/(mE + φ)².

Thus E is replaced by mE in A and C, while the exponent is multiplied by √m. The results are:

m = 0.2: R_WKB = 2.68, C = 1.051, R = 2.81
m = 0.3: R_WKB = 3.34, C = 1.020, R = 3.41
m = 0.4: R_WKB = 4.03, C = 0.998, R = 4.02

The correction changes direction at mE = √(φ_on φ_off), or m = 0.39 here. The reduction found with equal masses should not be carried over to a light-mass oxide.

*Transverse motion.* Electrons at the Fermi energy share their energy between normal and transverse motion. For equal masses and conserved transverse momentum, the conductance per area is

G/area = (2e²/h)(1/2π) ∫₀ᴱ T(E_n) dE_n,

with E_n the normal energy and V fixed. Near E_n = E the transmission falls as exp[−2d(E − E_n)/κ], so the integral is approximately Tκ/(2d). The ratio thus acquires a factor close to κ_on/κ_off = √(φ_on/φ_off) = 0.926. Numerical integration, which also includes the variation of A and the curvature of the exponent, gives R = 7.91, a change of −6.4%. In this example the change is close in size to the prefactor correction and has the same sign. The on conductance is 8.2 × 10⁻¹¹ S/µm².

*Temperature.* Averaging T over the thermal spread of electron energies at 300 K, with V fixed, gives R = 8.53, or +0.8%. The Boltzmann factor for reaching the top of the on barrier, divided by T_on, is 1.6 × 10⁻¹⁹, so emission over this barrier is negligible.

*Tilt and depolarization.* Suppose that incomplete screening in unlike electrodes causes the whole height difference. Let s₁ and s₂ be screening lengths divided by the electrodes' relative permittivities, and σ the screening charge per area. In ordinary units the potential steps are σs₁/ε₀ and σs₂/ε₀. They have opposite signs at the two interfaces, and both reverse with the polarization. The change of mean height and the tilt across the film, both as voltages, are

Δφ = σ(s₁ − s₂)/ε₀,  U = σ(s₁ + s₂)/ε₀.

For s₁ = 0.45 and s₂ = 0.05 angstrom, Δφ = 0.3 V requires U = 0.3 × 0.50/0.40 = 0.375 V. With a rough film permittivity ε_f = 30, the required polarization is

P = σ + ε₀ε_f U/d = 11.6 µC/cm².

Integrating the Schrödinger equation through the tilted barriers gives R = 8.47, or +0.1%. This profile leaves out the potential tails inside the electrodes. Adding them as exponential tails, for electrode relative permittivities of 1, 2 and 4, gives R = 8.59, 8.46 and 8.34, a spread of about ±1.5%. A built-in field from a work-function difference between the electrodes is not included in the ratio or in the fields below. The tilt itself hardly matters for the ratio, but its field does for retention: U/d is 1.9 MV/cm, close to a rough coercive field of 2 MV/cm. In this screening model U ≥ Δφ, so the depolarizing field cannot be below Δφ/d = 1.5 MV/cm. A larger height difference at fixed thickness raises this lower limit.

*Read bias.* A bias of 0.1 V, included as a linear potential drop and an average over the energy window it opens, gives R = 8.48, or +0.3%. Where the read and depolarizing fields add, the total is 2.4 MV/cm if the whole bias drops across the film. In the screening model above, the film takes only the fraction d/[d + ε_f(s₁ + s₂)] = 0.57 of the bias, and the total is 2.2 MV/cm. Both values are below half of a rough breakdown field of 5 MV/cm, but they exceed the rough coercive field of 2 MV/cm, so such a read could reverse the polarization. Because the depolarizing field changes sign with the polarization, a read of fixed sign meets this problem in one of the two states.

*Image rounding.* An electron in the film is attracted to its images in the electrodes. In atomic units an approximate potential for this is

V(x) = E + φ − 1.15 (ln 2/4ε_i) d/[x(d − x)],

cut off at the band floor. With a rough fast permittivity ε_i = 4, numerical integration gives R = 9.18, or +8.6%. The on transmission is 1.46 times the rounded barrier's own WKB exponential, in place of 3.11 times for abrupt edges. These digits depend on the approximate form: the full sum over images in both electrodes, with the same cutoff, gives R = 9.11, or +7.7%, and a factor of 1.32. The rectangular prefactor must not be attached to the WKB integral of such a profile.

**8. Use in a calculation**

For equal leads and a flat barrier, use the exact formula. When κd is large, the logarithmic form avoids overflow:

ln T = ln A − 2κd − ln[1 + (A − 2)q + q²].

Close to E = V, the form 1/T = 1 + (4/A) sinh²(κd) is safer, because the last bracket of the logarithmic form then loses digits by cancellation. If the barrier mass differs from the lead mass, use the A and κ of Section 7 in either form. At E = V itself, use the limit T = 1/(1 + m²Vd²/2), which for m = 1 is the one found in Section 3.

In the example, C changes the bare WKB ratio of 9.05 by −6.6%. Relative to the resulting 8.46, the transverse sum changes the ratio by −6.4%, image rounding by about +8%, and a barrier mass of 0.3 by −60%. Applying C alone to a bare WKB ratio therefore does not make the ratio accurate to a few per cent for such a device. For that purpose the barrier profile and mass have to be settled first, and the transmission then computed for that profile and summed over transverse momentum.
